# Choosing field directions to recover principal g values and axes

## The result and the setting it governs

The magnitudes of the principal g values, and their axes in field space, can be obtained from Zeeman splittings evaluated along a list of magnetic-field directions. In a calculation the list is an input setting; in a resonance experiment it is the set of crystal orientations. The same linear algebra tells what either list must contain.

For spin $1/2$ with $H=\tfrac12\,\mathbf B^T g\,\mathbf S$ in atomic units (Bohr magneton $1/2$), a field $\mathbf B=B\mathbf n$ is resonant with photon energy $\omega$ when

$$y(\mathbf n)\equiv\left(\frac{2\omega}{B}\right)^2=\mathbf n^TG\,\mathbf n,\qquad G=gg^T .$$

The data $y$ are linear in the six independent elements of $G$, so linear least squares finds them. The eigenvalues of $G$ are the squared principal g values, and its eigenvectors are the axes in field space.

Three rotation planes with non-coplanar normals yield nine numbers for six unknowns, which leaves three consistency checks. Non-coplanarity is sufficient but not necessary: any three distinct planes through the origin determine $G$. The checks do not catch every orientation error, and the choice of directions decides which errors they catch.

## Why the squared tensor appears

Define $\mathbf v=g^T\mathbf n$. Then $H=\tfrac12B\,\mathbf v\cdot\mathbf S$. The spin component along $\mathbf v$ has eigenvalues $\pm\tfrac12$, so the energies are $\pm\tfrac14B|\mathbf v|$ and the splitting is

$$\omega=\tfrac12B|\mathbf v|,\qquad \left(\frac{2\omega}{B}\right)^2=\mathbf v^T\mathbf v=\mathbf n^Tgg^T\mathbf n .$$

This assumes an isolated doublet, a Zeeman energy linear in field, and one defect orientation per line.

Replacing $g$ by $gR$, with $R$ orthogonal, leaves $gg^T$ unchanged. Resonance fields therefore cannot reveal the spin-space frame or the signs of the principal values. If a code prints a nonsymmetric $g$ in the convention above, diagonalize $gg^T$, not the symmetric part of $g$. If its convention is $\mathbf S^Tg\mathbf B$, the matrix needed is $g^Tg$.

## What each plane contributes

Let $\mathbf a,\mathbf b$ be orthonormal vectors in a plane and $\mathbf n=\mathbf a\cos\theta+\mathbf b\sin\theta$. Substitution gives

$$y=G_{aa}\cos^2\theta+G_{bb}\sin^2\theta+2G_{ab}\sin\theta\cos\theta .$$

Three angles, distinct modulo $180^\circ$, fix the three coefficients. Further angles in the same plane reduce noise but add no new unknowns.

For two planes with normals $\mathbf m_1,\mathbf m_2$, ask which quadratic form $F(\mathbf n)$ is invisible. Choose $z$ along $\mathbf m_1$. If $F$ vanishes at $z=0$, its $x^2$, $y^2$ and $xy$ coefficients vanish, and every remaining term contains $z$. Hence $F=(\mathbf m_1\cdot\mathbf n)(\mathbf l\cdot\mathbf n)$ for some vector $\mathbf l$. On the second plane, away from the crossing line, the first factor is nonzero, so $\mathbf l\cdot\mathbf n=0$. Those directions span the second plane, so $\mathbf l$ is parallel to $\mathbf m_2$. One form is hidden,

$$F(\mathbf n)\propto(\mathbf m_1\cdot\mathbf n)(\mathbf m_2\cdot\mathbf n),$$

and two planes determine five combinations. For the $xy$ and $yz$ planes the hidden element is $G_{xz}$.

A third distinct plane meets the first two in at most two lines, so it contains directions where $F\neq0$. It supplies the sixth combination, and so does a single direction off both planes. Nothing here required independent normals. The numerical ranks agree: 3, 5 and 6 for one, two and three orthogonal planes, 6 for three planes sharing a line, and 6 for two orthogonal planes plus $[111]$.

## The three checks

Three separate plane fits produce nine coefficients, all derived from six elements, so three linear relations must hold.

For independent normals these relations say that each pair of planes agrees on its crossing line. They are independent. In a vanishing combination of the three relations, the part belonging to one plane combines the values of $y$ on two different lines. Those values can be chosen independently within that plane, so both multipliers vanish. Repeating this for another plane removes the third.

For planes sharing the $z$ axis, write $\mathbf n=\mathbf z\cos\theta+\mathbf e_k\sin\theta$ with $\mathbf e_k=(\cos\varphi_k,\sin\varphi_k,0)$. Equality of the three values of $G_{zz}$ gives two checks. The mixed coefficients are $q_k=G_{xz}\cos\varphi_k+G_{yz}\sin\varphi_k$: three numbers from two unknowns. Expanding the sines shows that $\cos\varphi_1\sin(\varphi_2-\varphi_3)$ plus its two cyclic partners is zero, and likewise with $\sin\varphi_1$ in front. The third check is therefore

$$q_1\sin(\varphi_2-\varphi_3)+q_2\sin(\varphi_3-\varphi_1)+q_3\sin(\varphi_1-\varphi_2)=0 .$$

The coefficients of $\sin^2\theta$ are three numbers for $G_{xx},G_{yy},G_{xy}$ and add no check.

Full rank does not ensure good accuracy. The condition number, the ratio of largest to smallest singular value of the fitting matrix, is 1.41 for orthogonal planes and 2.13 for planes sharing a line at azimuths $0^\circ,50^\circ,110^\circ$. It is 64 when the third plane is tilted by only $2^\circ$ from the first. These values hold for the rows defined in the next section, with the orthogonal planes as coordinate planes, and they change if the frame is rotated. Using $\sqrt2\,G_{ij}$ as the off-diagonal unknowns makes them independent of the frame and gives 2.00, 2.42 and 91. Choose well-separated planes.

## Least squares and its errors

Collect the elements in $p=(G_{xx},G_{yy},G_{zz},G_{xy},G_{yz},G_{zx})$. Each direction supplies a row $(n_x^2,n_y^2,n_z^2,2n_xn_y,2n_yn_z,2n_zn_x)$ of a matrix $A$. Setting the derivative of $(y-Ap)^TW(y-Ap)$ to zero gives

$$p=(A^TWA)^{-1}A^TWy .$$

The weights are $W_{kk}=1/\sigma_{y,k}^2$. Since $y\propto B^{-2}$, independent field noise $\sigma_B$ gives $\sigma_y=2y\sigma_B/B$ to first order. At fixed photon energy this scales as the cube of the effective g value. Weights hardly matter for g values near 2 with small anisotropy, but between effective values of 1 and 4 the noise in $y$ changes by a factor of 64. Expanding $(B+\epsilon)^{-2}$ to second order and averaging gives a relative bias in $y$ of $3\sigma_B^2/B^2$, negligible in the example below.

For orthogonal planes with $N\ge3$ equally spaced angles over $180^\circ$ and uniform noise, the errors have a closed form. Write

$$y=\frac{G_{aa}+G_{bb}}2+\frac{G_{aa}-G_{bb}}2\cos2\theta+G_{ab}\sin2\theta .$$

The three functions are orthogonal over the angles, with squared sums $N$, $N/2$ and $N/2$. Thus $\operatorname{var}G_{ab}=2\sigma_y^2/N$. The diagonal elements contribute to the squared sum of $y$

$$\frac N4(G_{aa}+G_{bb})^2+\frac N8(G_{aa}-G_{bb})^2
=N\left[\frac38(G_{aa}^2+G_{bb}^2)+\frac14G_{aa}G_{bb}\right].$$

Each diagonal element occurs in two planes. Adding the planes gives the $3\times3$ block $N(\tfrac58I+\tfrac18J)$ of $A^TA$, where every element of $J$ is one. Because $J^2=3J$, its inverse is $\frac{8}{5N}(I-\tfrac18J)$, so

$$\operatorname{var}G_{ii}=\frac{7\sigma_y^2}{5N},\qquad
\operatorname{cov}(G_{ii},G_{jj})=-\frac{\sigma_y^2}{5N}\quad(i\ne j).$$

For a unit vector $\mathbf u$, set $Q=u_x^2u_y^2+u_y^2u_z^2+u_z^2u_x^2$. Since $\sum_iu_i^4=1-2Q$,

$$\operatorname{var}(\mathbf u^TG\mathbf u)=\frac{\sigma_y^2}{N}\left[\frac75(1-2Q)-\frac25Q+8Q\right]=\frac{\sigma_y^2}{N}\left(\frac75+\frac{24}5Q\right).$$

The bracket runs from $7/5$ on a coordinate axis to 3 along $[111]$, where $Q=1/3$. Principal values are thus best determined when their axes lie near the crossing lines of the planes.

Let $G_i=g_i^2$, with eigenvector $\mathbf u_i$. First-order perturbation theory gives $\delta G_i=\mathbf u_i^T\delta G\,\mathbf u_i$. Because $\delta G_i=2g_i\delta g_i$,

$$\delta g_i=\frac{\mathbf u_i^T\delta G\,\mathbf u_i}{2g_i},\qquad
\mathbf u_j\cdot\delta\mathbf u_i=\frac{\mathbf u_j^T\delta G\,\mathbf u_i}{G_i-G_j}.$$

The second expression is the angle by which axis $i$ turns towards axis $j$. It fails when the noise is comparable with the gap. At exact degeneracy the two axes are undefined, and a fit still returns a pair chosen by the noise.

## A worked recovery

The model has principal g values 2.002, 2.005 and 2.010, with axes tilted generically from the sample holder. The photon energy is $4.00\times10^{-5}$ eV, the field noise is 0.010 mT, and each of three orthogonal planes has 18 angles. The 54 noise-free fields, found by diagonalizing the spin Hamiltonian, lie between 343.9 and 345.1 mT.

With $y\approx4.02$ and $B\approx344.5$ mT,

$$\sigma_y\approx\frac{2(4.02)(0.010)}{344.5}=2.33\times10^{-4}.$$

It varies by 1.07% over the data, so uniform weights serve. One noisy data set gives

$$G=\begin{pmatrix}4.02041&0.00933&0.01046\\0.00933&4.01662&0.00316\\0.01046&0.00316&4.03128\end{pmatrix}.$$

Its eigenvalues give $g=2.00201$, 2.00501 and 2.01003. For the first input axis, $\mathbf u=(-0.697,0.683,0.220)$ gives $Q=0.272$, and the predicted error is

$$\frac{2.335\times10^{-4}}{2(2.002)}\sqrt{\frac{1.4+4.8(0.272)}{18}}=2.26\times10^{-5}.$$

Repeated simulation gives a scatter of $2.29\times10^{-5}$. The predicted mixing angle is largest, $0.29^\circ$, between axes 1 and 2, whose gap in $G$ is the smallest. In this run both miss their true directions by $0.34^\circ$, while axis 3 misses by $0.06^\circ$.

## Reading the consistency test

Separate plane fits can reach a nine-dimensional space of data; the joint fit reaches a six-dimensional subspace of it. The extra squared misfit of the joint fit is therefore the squared length of the noise projected on three dimensions. For Gaussian noise, division by $\sigma_y^2$ gives a chi-square variable with three degrees of freedom. Its mean is 3 and its 95% limit is 7.8.

The run above gives 5.2, so the planes agree within the noise. In simulation the mean is 3.03, and 5.2% of correct data sets exceed the limit.

## Errors that can pass the test

Suppose the angle in the $xy$ plane, counted from $x$, is recorded with the wrong sense. Replacing $\theta$ by $-\theta$ changes the fitted $G_{xy}$ to $-G_{xy}$ and nothing else. Orthogonal planes cross on the coordinate axes, so their three checks contain only diagonal elements. The misfit is unchanged.

The principal values generally do change. The off-diagonal elements enter the trace and the sum of principal $2\times2$ minors either not at all or squared, but the determinant contains $2G_{xy}G_{yz}G_{zx}$. Reversing one sign changes it by

$$\Delta\det G=-4G_{xy}G_{yz}G_{zx}=-1.23\times10^{-6}$$

for the fitted tensor. The g values become 2.00140, 2.00620 and 2.00945. The middle one moves by 0.0012, about 50 times its statistical error, with no warning from the misfit.

Two reversed senses are equivalent to $G\to DGD$, where $D$ is diagonal with elements $\pm1$. This preserves the principal values but reflects the axes. If any off-diagonal element is zero, one reversal also preserves the values, though it may still turn the axes.

An oblique direction exposes the error. Along $[111]$,

$$y=\tfrac13(G_{xx}+G_{yy}+G_{zz})+\tfrac23(G_{xy}+G_{yz}+G_{zx}).$$

The correct fit predicts a field of 343.89 mT and the wrong one 344.42 mT. The difference is about 53 times the field noise. Several reversals can cancel along one direction: three reversed senses change $y$ along $[111]$ by $-\tfrac43(G_{xy}+G_{yz}+G_{zx})$, which vanishes when that sum is zero even though the g values change. Oblique planes can also help, because their crossing lines need not be unchanged by the reversal. In the oblique set examined, with plane normals along $[100]$, $[120]$ and $[112]$ and angles counted from the projection of $[358]$ onto each plane, reversing the first plane leaves an rms misfit of $2.3\times10^{-3}$ in noise-free $y$, ten times $\sigma_y$. Reversing either of the others leaves a smaller misfit, though still more than three times $\sigma_y$. These numbers depend on the zero-angle lines: for some choices in the same planes the misfit falls below $\sigma_y$, so simulate a reversal for the planned set before relying on it.

A small zero-angle error $\delta$ behaves differently. Replacing $\theta$ by $\theta+\delta$ and keeping first order gives these changes $\Delta G$ in the coefficients fitted to that plane:

$$\Delta G_{aa}=2\delta\,G_{ab},\quad\Delta G_{bb}=-2\delta\,G_{ab},\quad
\Delta G_{ab}=\delta\,(G_{bb}-G_{aa}).$$

With orthogonal planes only the diagonal changes can be seen, so detection at this order needs $G_{ab}\ne0$. A $1^\circ$ offset in the $xy$ plane changes the $G_{xx}$ fitted to that plane by $2(0.01745)(0.00931)=3.2\times10^{-4}$. It shifts a g value by at most $1.8\times10^{-5}$, comparable with the noise, and gives a noise-free test statistic of 10.4, above the limit; with noise added, the test flags it about 78% of the time. Detection is not assured in general: the same offset in the $yz$ plane, where the off-diagonal element is three times smaller, stays below the limit yet shifts a g value by more.

When the anisotropy is small, as here, a field offset common to all data is nearly invisible, since it multiplies every $y$ by almost the same factor. From $g\propto1/B$, reading 0.030 mT too high gives $\delta g\approx-2.006(0.030)/344.5=-1.75\times10^{-4}$. This is about eight times the statistical error. Field calibration needs its own reference.

## Comparison with a real defect

The g values are in the rough regime of vacancy–oxygen-type centres in silicon, not measured values for one. The generic tilt is a choice: the vacancy–oxygen pair has symmetry-fixed axes along $\langle001\rangle$ and $\langle110\rangle$ directions. In cube planes it then has at most one nonzero off-diagonal element, so a reversed sense spares the g values but can exchange two axes.

The assumption that silicon breaks most directly is that of one defect orientation. Equivalent orientations give several lines, and a misassigned line can be wrong by an amount bounded by the full anisotropy, $344.5(0.008)/2.006\approx1.4$ mT; how much of this is reached depends on how the principal axes sit in the crystal. Lines that overlap within the assumed width of 0.10 mT can also shift each other's apparent positions by more than 0.010 mT, so they call for a line-shape fit.

A silicon-29 nucleus introduces another shift. For isotropic coupling $A\,\mathbf S\cdot\mathbf I$, let $x$ be the electron Zeeman energy and neglect the nuclear one. The levels are $A/4\pm x/2$ and $-A/4\pm\tfrac12\sqrt{x^2+A^2}$, so the two strong transitions satisfy

$$\omega=\tfrac12\left(x+\sqrt{x^2+A^2}\right)\pm\tfrac12A .$$

With $c=2\omega\mp A$, squaring $\sqrt{x^2+A^2}=c-x$ gives $x=c/2-A^2/(2c)$. For $A\ll\omega$ the mean of the two solutions is $\omega-A^2/(4\omega)$. A rough strong coupling $A=1.2\times10^{-6}$ eV lowers the doublet midpoint by the fraction $(0.03)^2/4=2.25\times10^{-4}$, or 0.078 mT. Using that midpoint uncorrected raises g by $4.5\times10^{-4}$, twenty times the statistical error. Real couplings are anisotropic. With principal values near $1.9$ and $1.6\times10^{-6}$ eV, the size reported for the negative vacancy–oxygen pair, the error in g is about $8.0\times10^{-4}$ with the field along the hyperfine axis and $9.6\times10^{-4}$ across it, so it distorts the anisotropy as well. Use the central line from defects without the magnetic nucleus, or correct the midpoint for each direction.

Reorientation at total rate $k$ out of one orientation multiplies the signal amplitude by $e^{-kt}$ when hopping is slow compared with the line separation, and adds $k/\pi$ to the full width in frequency. With an assumed barrier of 0.40 eV and attempt rate of $10^{13}\ \mathrm{s^{-1}}$, one extra linewidth requires $k=8.8\times10^6\ \mathrm{s^{-1}}$, reached near 330 K. At 77 K this model predicts negligible hopping. The 330 K figure covers reorientation only and is not the working limit of the real centre: thermal emission of the electron from a level about 0.17 eV below the conduction band, with a capture cross-section of $10^{-15}$ to $10^{-14}\ \mathrm{cm^2}$, reaches the same rate at roughly 160 to 195 K.

## Choosing the direction list

For calculated splittings with little numerical noise, six directions suffice: the three axes and the three face diagonals. The axes give $G_{ii}$, and the diagonals give

$$G_{ij}=y\!\left(\frac{\mathbf e_i+\mathbf e_j}{\sqrt2}\right)-\frac{G_{ii}+G_{jj}}2 .$$

Add $[111]$ as an independent check, and keep the field small enough that the splitting remains linear in it.

For measured fields, use three well-separated planes with equally spaced angles, and add at least one direction off all of them, checking that it responds to every combination of reversed senses. Weight the data when the effective g value varies strongly. Examine the plane-agreement statistic before interpreting the axes, and compare each gap $|G_i-G_j|$ with the error of $G$: a small gap can leave good g values with poorly determined axes. The numerical output below lists most of the values used here.

## Calculated quantities

```
photon energy: 4.00e-05 eV
same as frequency: 9.672 GHz
input g values: 2.0020 2.0050 2.0100
input axis 1 (x y z): -0.6967 0.6828 0.2198
input axis 2 (x y z): 0.4524 0.6561 -0.6040
input axis 3 (x y z): 0.5567 0.3214 0.7660
angles per plane, total fields: 18 54
field noise: 0.010 mT
lowest, highest clean field: 343.910 345.134 mT
rank for 1, 2, 3 orthogonal planes: 3 5 6
rank, 3 planes sharing a line: 6
rank, 2 planes plus [111]: 6
condition: orthogonal, shared line, 2 deg apart: 1.41 2.13 64.43
input G xx yy zz: 4.020410 4.016494 4.031224
input G xy yz zx: 0.009310 0.003138 0.010402
fitted G xx yy zz: 4.020414 4.016619 4.031284
fitted G xy yz zx: 0.009327 0.003155 0.010461
fitted g values: 2.002008 2.005010 2.010028
predicted g errors (1 sigma): 2.26e-05 2.35e-05 2.26e-05
simulated g scatter: 2.29e-05 2.36e-05 2.31e-05
fitted axis 1 (x y z): -0.6998 0.6787 0.2228
fitted axis 2 (x y z): 0.4479 0.6599 -0.6033
fitted axis 3 (x y z): 0.5565 0.3224 0.7658
axis misses in this run: 0.339 0.339 0.060 deg
predicted axis errors 12 23 13: 0.292 0.174 0.119 deg
simulated axis scatter 12 23 13: 0.289 0.173 0.118 deg
sigma of squared g: 2.335e-04
spread of sigma across data: 1.07 %
residual sigma in this run: 2.124e-04
g bias from inverting noisy field: 2.5e-09
plane-agreement statistic, this run: 5.20
its simulated mean: 3.030
its 95 percent limit: 7.815
simulated false-alarm fraction: 0.0520
g values, one sense reversed: 2.001395 2.006198 2.009453
change of det G, one sense reversed: -1.231e-06
[111] field: true: 343.893 mT
[111] field: right fit, wrong fit: 343.887 344.418 mT
rms misfit of reversed oblique plane: 2.283e-03
1 deg offset: largest g error: 1.81e-05
1 deg offset: agreement statistic: 10.38
common field offset: 0.030 mT
g change from common offset: -1.75e-04
assumed hyperfine constant: 1.20e-06 eV
hyperfine midpoint shift: -0.0776 mT
g error from that midpoint: 4.51e-04
assumed hop barrier: 0.40 eV
assumed attempt rate: 1.0e+13 1/s
assumed linewidth: 0.10 mT
working temperature: 77 K
hop rate there: 6.6e-14 1/s
hop rate that adds one linewidth: 8.82e+06 1/s
temperature for that rate: 333 K
```
